\section*{True muonium: scaling from positronium and decay into an electron pair}

\section*{Problem}

True muonium is the bound state of a negative and a positive muon, each of mass $m$. Positronium is the same system with electron mass $m_e$. At leading order in the fine-structure constant $\alpha$, ground-state positronium has binding energy $6.8028$~eV, and its spin triplet lies $204.39$~GHz above its spin singlet. The mass ratio is $m/m_e=206.7683$.

\begin{enumerate}
\item Derive how the two positronium quantities depend on mass, and scale them to true muonium.
\item Find the rate at which triplet true muonium decays into an electron and a positron. Why can this rate not be scaled from positronium?
\item Is the triplet level narrow compared with the hyperfine splitting?
\end{enumerate}

SI units are used, with $e>0$, $e^2/\epsilon_0=4\pi\alpha\hbar c$ and $\mu_0\epsilon_0c^2=1$. The gyromagnetic factor is $g=2$. Closed electron loops and other higher-order corrections are left out.

\section*{Hints}

\begin{enumerate}
\item The reduced mass is $m/2$. Besides the binding energy you need the contact density $|\psi(0)|^2$.
\item The splitting has two parts: the interaction of the magnetic moments, and the annihilation of the pair into a virtual photon that turns back into a pair. The second part acts on the triplet alone.
\item For the decay, let the virtual photon end in an electron pair and apply the golden rule.
\end{enumerate}

\section*{Solution}

\subsection*{Binding energy and contact density}

The relative motion has reduced mass $m/2$ and potential $-\alpha\hbar c/r$. Try $\psi=Ne^{-r/a}$. Then
\begin{equation}
\nabla^2\psi=\psi''+\frac{2}{r}\psi'=\left(\frac1{a^2}-\frac{2}{ar}\right)\psi ,
\end{equation}
and the Schr\"odinger equation becomes
\begin{equation}
-\frac{\hbar^2}{m}\left(\frac1{a^2}-\frac2{ar}\right)-\frac{\alpha\hbar c}{r}=E .
\end{equation}
The terms in $1/r$ must cancel, which fixes $a$; the constant terms then give $E$:
\begin{equation}
a=\frac{2\hbar}{\alpha mc},\qquad
B=-E=\frac{\hbar^2}{ma^2}=\frac{\alpha^2mc^2}{4}.
\end{equation}
The function has no node, so this is the ground state. Since $\int_0^\infty4\pi r^2e^{-2r/a}\,dr=\pi a^3$, normalisation gives
\begin{equation}
|\psi(0)|^2=\frac1{\pi a^3}=\frac{\alpha^3m^3c^3}{8\pi\hbar^3}.
\label{density}
\end{equation}
The binding energy is proportional to $m$, and the contact density to $m^3$. Therefore
\begin{equation}
B=206.7683\times6.8028\ \mathrm{eV}\approx1407\ \mathrm{eV}=1.41\ \mathrm{keV}.
\end{equation}
The radius parameter is $a=511.9$~fm, and the contact density is $2.374\times10^{36}\ \mathrm{m^{-3}}$.

\subsection*{Splitting from the magnetic moments}

Treat the positive muon as a point dipole $\boldsymbol\mu_+$, with magnetisation $\boldsymbol\mu_+\delta^3(\mathbf r)$. Its field obeys $\nabla\cdot\mathbf B=0$ and $\nabla\times\mathbf B=\mu_0\nabla\times(\boldsymbol\mu_+\delta^3)$. In Fourier space, with $\mathbf k=k\mathbf n$, these read $\mathbf k\cdot\mathbf B=0$ and $\mathbf k\times\mathbf B=\mu_0\mathbf k\times\boldsymbol\mu_+$. Taking $\mathbf k\times$ of the second equation gives $-k^2\mathbf B=\mu_0[\mathbf k(\mathbf k\cdot\boldsymbol\mu_+)-k^2\boldsymbol\mu_+]$, so
\begin{equation}
\mathbf B(\mathbf k)=\mu_0\left[\boldsymbol\mu_+-\mathbf n(\mathbf n\cdot\boldsymbol\mu_+)\right].
\end{equation}
The ground-state density is spherical, and so is its Fourier transform. We may therefore average over $\mathbf n$, with $\langle n_in_j\rangle=\delta_{ij}/3$. The remaining integral over $\mathbf k$ restores the density at the origin, and the mean field felt by the negative muon is $\frac23\mu_0\boldsymbol\mu_+|\psi(0)|^2$.

For $g=2$ the moments are $\boldsymbol\mu_\mp=\mp(e\hbar/2m)\boldsymbol\sigma_\mp$. Their opposite signs turn the energy $-\boldsymbol\mu_-\cdot\mathbf B$ into
\begin{equation}
E_{\rm mag}=+\frac23\mu_0\left(\frac{e\hbar}{2m}\right)^2|\psi(0)|^2\,
\boldsymbol\sigma_-\cdot\boldsymbol\sigma_+ .
\end{equation}
For total spin $S$, squaring $\boldsymbol\sigma_-+\boldsymbol\sigma_+$ gives $4S(S+1)=6+2\boldsymbol\sigma_-\cdot\boldsymbol\sigma_+$. The product is thus $1$ in the triplet and $-3$ in the singlet, a difference of $4$. With $\mu_0e^2=4\pi\alpha\hbar/c$,
\begin{align}
\Delta E_{\rm mag}
&=\frac{2\mu_0e^2\hbar^2}{3m^2}|\psi(0)|^2
=\frac{8\pi\alpha\hbar^3}{3m^2c}\,
\frac{\alpha^3m^3c^3}{8\pi\hbar^3}
=\frac{\alpha^4mc^2}{3}.
\end{align}
Relativistic corrections that do not depend on spin move both levels equally and drop out of the difference.

\subsection*{Splitting from virtual annihilation}

The Dirac current contains the matrices $\boldsymbol\alpha$, which connect upper and lower spinor components through $\boldsymbol\sigma$. At rest the muon has an upper spinor $\chi$. The antimuon is a missing negative-energy state with lower spinor $\eta$. A missing spin-down state carries spin up, so the doublet is $\eta_\uparrow=(0,1)$, $\eta_\downarrow=(-1,0)$. The current that removes the pair is proportional to $\mathbf j=\eta^\dagger\boldsymbol\sigma\chi$. Naming the muon spin first,
\begin{equation}
\mathbf j_{\uparrow\uparrow}=(1,i,0),\quad
\mathbf j_{\downarrow\downarrow}=(-1,i,0),\quad
\mathbf j_{\uparrow\downarrow}=\mathbf j_{\downarrow\uparrow}=(0,0,-1).
\end{equation}
The singlet $(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$ has zero current. Each triplet state has a current of length $\sqrt2$.

Place the atom at rest in a volume $V$. Its centre-of-mass wave function $1/\sqrt V$, integrated over the volume, gives a factor $\sqrt V$. The integrated triplet current $\mathbf J$ therefore satisfies
\begin{equation}
|\mathbf J|^2=2e^2c^2V|\psi(0)|^2 .
\label{J}
\end{equation}
It couples through $-\int\mathbf j\cdot\mathbf A\,d^3r$ to a photon mode of energy $w$ and amplitude $\sqrt{\hbar^2/(2\epsilon_0wV)}$. The photon has zero momentum, so we let $w\to0$, keeping $\mathbf k$ perpendicular to $\mathbf J$ so that the mode is transverse. The squared coupling is $G^2=\hbar^2|\mathbf J|^2/(2\epsilon_0wV)$.

The pair energy is $W=2mc^2$; the binding energy is smaller by a factor of order $\alpha^2$ and is neglected here. There are two time orderings.
\begin{itemize}
\item The pair vanishes and leaves a photon of energy $w$. The energy denominator is $W-w$.
\item A photon and a second pair appear first, with total energy $2W+w$; then the original pair absorbs the photon and vanishes. The denominator is $W-(2W+w)=-(W+w)$.
\end{itemize}
Second-order perturbation theory adds them:
\begin{equation}
\Delta E_{\rm ann}=G^2\left[\frac1{W-w}-\frac1{W+w}\right]
=\frac{2wG^2}{W^2-w^2}
\;\longrightarrow\;\frac{\hbar^2|\mathbf J|^2}{\epsilon_0VW^2}.
\label{ann}
\end{equation}
The factor $w$ has cancelled, so the limit is finite. The shift is positive: the first ordering pushes the pair level up and the second pushes it down, but the first has the smaller denominator and outweighs the second. Inserting (\ref{J}), $W=2mc^2$ and (\ref{density}),
\begin{equation}
\Delta E_{\rm ann}=\frac{e^2\hbar^2|\psi(0)|^2}{2\epsilon_0m^2c^2}
=\frac{2\pi\alpha\hbar^3}{m^2c}\,
\frac{\alpha^3m^3c^3}{8\pi\hbar^3}
=\frac{\alpha^4mc^2}{4}.
\end{equation}

\subsection*{The scaled splitting}

Both parts raise the triplet relative to the singlet:
\begin{equation}
\Delta E=\left(\frac13+\frac14\right)\alpha^4mc^2=\frac7{12}\alpha^4mc^2 .
\end{equation}
This too is proportional to $m$. Although the contact density grows as $m^3$, both interactions carry $1/m^2$. Hence
\begin{equation}
\frac{\Delta E}{h}=206.7683\times204.39\ \mathrm{GHz}\approx42.26\ \mathrm{THz},
\end{equation}
or $0.1748$~eV. The magnetic moments supply $24.149$~THz and virtual annihilation $18.112$~THz. An atom of two particles with the same masses, charges and moments, but unable to annihilate each other, would have the first part alone.

There is a general reason for the scaling. If $m$ is the one mass in the problem, then $mc^2$ is the one available energy, and every level shift is $mc^2$ times a function of $\alpha$. Electron loops break this rule in true muonium by bringing in $m_e$. They cannot be treated as very short-ranged here, because the reduced Compton wavelength of the electron, $\hbar/(m_ec)=386.2$~fm, is comparable with $a=511.9$~fm.

A rough measure of the neglected corrections to the splitting is $\alpha\ln(m/m_e)/\pi$, or about one percent: one extra factor $\alpha/\pi$, and a logarithm for the range between the two mass scales. This is an order estimate for the size of single terms, neither a calculated correction nor a bound. Terms of this order come with both signs, some carry no logarithm, and their sum can be several times smaller. The figure $42.3$~THz is thus a leading-order value, and the further digits quoted above belong to the leading-order formula only.

\subsection*{The electron pair: current and spin sum}

Positronium cannot decay into a free electron pair, because its rest energy is $2m_ec^2$ minus the binding energy. True muonium has ample energy. Its decay is a new process and must be calculated.

Each electron carries energy $mc^2$, again neglecting the binding energy. Let the electron have momentum $p\,\mathbf n$ and speed $\beta c$. With $r=(m_e/m)^2$,
\begin{equation}
\beta^2=1-\left(\frac{m_ec^2}{mc^2}\right)^2=1-r .
\end{equation}
The Dirac spinors of the electron and of the missing negative-energy state are, with $\kappa=cp/(mc^2+m_ec^2)$,
\begin{equation}
u=\frac{1}{\sqrt{1+\kappa^2}}\begin{pmatrix}\chi\\ \kappa\,\sigma_n\chi\end{pmatrix},
\qquad
v=\frac{1}{\sqrt{1+\kappa^2}}\begin{pmatrix}-\kappa\,\sigma_n\eta\\ \eta\end{pmatrix},
\end{equation}
where $\sigma_n=\boldsymbol\sigma\cdot\mathbf n$. Using $\sigma_n\sigma_i\sigma_n=2n_i\sigma_n-\sigma_i$,
\begin{align}
u^\dagger\alpha_iv
&=\frac{\chi^\dagger(\sigma_i-\kappa^2\sigma_n\sigma_i\sigma_n)\eta}{1+\kappa^2}
=\chi^\dagger(\sigma_i-\lambda n_i\sigma_n)\eta,
\qquad \lambda=\frac{2\kappa^2}{1+\kappa^2}.
\end{align}
From $c^2p^2=(mc^2)^2-(m_ec^2)^2$ we get $\kappa^2=(m-m_e)/(m+m_e)$, so $\lambda=1-m_e/m$. Summing over both spins turns the product of two currents into a trace, with $\mathrm{tr}(\sigma_i\sigma_j)=2\delta_{ij}$:
\begin{align}
\sum_{\rm spins}(u^\dagger\alpha_iv)(u^\dagger\alpha_jv)^*
&=2\left[\delta_{ij}-(2\lambda-\lambda^2)n_in_j\right]
=2\left(\delta_{ij}-\beta^2n_in_j\right).
\label{spinsum}
\end{align}
The last step uses $2\lambda-\lambda^2=1-(1-\lambda)^2=1-r$. For fast electrons the current along the direction of flight is suppressed. Averaged over directions, (\ref{spinsum}) becomes $2(1-\beta^2/3)\delta_{ij}$.

\subsection*{The electron pair: golden rule}

The transition amplitude follows from (\ref{ann}) when one muon current is replaced by the integrated electron current $\mathbf J_e$. Initial and final energies are both $W$, so the denominators are unchanged:
\begin{equation}
M=\frac{\hbar^2\,\mathbf J_e^{*}\cdot\mathbf J}{\epsilon_0VW^2}.
\end{equation}
The two electron plane waves each carry $1/\sqrt V$, and the integral over space supplies $V$. The size of $\mathbf J_e$ is therefore $ec$ times the spinor current. With (\ref{J}) and the averaged spin sum,
\begin{align}
\Big\langle\sum|M|^2\Big\rangle
&=\frac{\hbar^4}{\epsilon_0^2V^2W^4}\;
2e^2c^2\left(1-\frac{\beta^2}3\right)\;2e^2c^2V|\psi(0)|^2\nonumber\\
&=\frac{4\pi^2\alpha^2\hbar^6}{Vm^4c^2}
\left(1-\frac{\beta^2}3\right)|\psi(0)|^2 .
\end{align}
Here $e^4/\epsilon_0^2=16\pi^2\alpha^2\hbar^2c^2$ and $W^4=16m^4c^8$ were used.

The electron momentum fixes that of the positron, so we count electron states per interval of the total energy $2E$. From $E\,dE=c^2p\,dp$,
\begin{equation}
\rho=\frac{V\,4\pi p^2}{(2\pi\hbar)^3}\frac{dp}{2\,dE}
=\frac{VpE}{4\pi^2\hbar^3c^2}
=\frac{V\beta m^2c}{4\pi^2\hbar^3},
\end{equation}
since $p=\beta mc$ and $E=mc^2$. The golden rule $\Gamma=(2\pi/\hbar)\langle\sum|M|^2\rangle\rho$ gives
\begin{equation}
\Gamma=\frac{2\pi\alpha^2\hbar^2}{m^2c}\,
\beta\left(1-\frac{\beta^2}3\right)|\psi(0)|^2 .
\end{equation}
The volume has cancelled. Define $F=\frac32\beta(1-\beta^2/3)$, which equals $1$ for massless electrons, and insert (\ref{density}):
\begin{equation}
\boxed{\;\Gamma=\frac{\alpha^5mc^2}{6\hbar}\,F,\qquad
F=\left(1+\frac r2\right)\sqrt{1-r}\;}
\label{rate}
\end{equation}
The second form of $F$ follows from $\beta(3-\beta^2)/2$ with $\beta^2=1-r$.

For small $r$, $\sqrt{1-r}\approx1-r/2-r^2/8$, and multiplication gives $F\approx1-3r^2/8$. The linear terms cancel: the electron mass lowers the phase space but restores some current along the direction of flight. With $r=2.339\times10^{-5}$, the rate changes by only $-2.1\times10^{-10}$ relative to massless electrons.

\subsection*{Numbers and their reading}

With $F=1$, comparison with $\Delta E_{\rm ann}=\alpha^4mc^2/4$ gives $\Gamma=(2\alpha/3)\Delta E_{\rm ann}/\hbar$. Since $\Delta E_{\rm ann}/\hbar$ is $2\pi$ times the annihilation part of the splitting,
\begin{equation}
\Gamma=\frac{4\pi}{3}\times0.007297353\times18.112\times10^{12}\ \mathrm{s^{-1}}
\approx5.54\times10^{11}\ \mathrm{s^{-1}} .
\end{equation}
The lifetime for this channel alone is $1/\Gamma=1.81$~ps. A free muon lives roughly $2$~microseconds, so its own decay hardly competes.

The triplet couples to one photon and is therefore odd under charge conjugation. A two-photon state is even, so the triplet cannot decay into two photons. Three photons are allowed, but three vertices in the amplitude and the contact density give a rate of order $\alpha^3\alpha^3=\alpha^6$, one power of $\alpha$ beyond (\ref{rate}).

The level width in frequency is $\Gamma/2\pi=88.1$~GHz. Compared with the splitting,
\begin{equation}
\frac{\Delta E/h}{\Gamma/2\pi}
=\frac{7\alpha^4/12}{\alpha^5/6}=\frac{7}{2\alpha}\approx480 .
\label{ratio}
\end{equation}
The width from this channel is thus small compared with the splitting. The muon mass has dropped out: a heavier pair would decay faster into electrons, but its splitting would grow in the same proportion. This holds for the electron channel only; a heavier pair such as two tau leptons has further channels (muon pairs, hadrons, the decay of its own constituents) that add to the total width and lower the ratio. The singlet has a width of its own, which is not calculated here.

\section*{Variation 1: a heavy final pair}

\textbf{Question.} Suppose the final particles were charged leptons of mass $0.8\,m$ instead of electrons. How would the rate change, and what happens as their mass approaches $m$?

\textbf{Solution.} Nothing in the derivation of (\ref{rate}) required a small final mass. Now $r=0.64$ and $\beta=0.6$, so
\begin{equation}
F=(1+0.32)\times0.6=0.792 .
\end{equation}
The rate is $79.2$ percent of its massless value, although the speed has fallen to $60$ percent of $c$. The current along the direction of flight makes up part of the lost phase space.

As $r\to1$, $F\to\frac32\beta$, and the rate vanishes in proportion to the speed. Very close to this threshold the result fails. The binding energy can no longer be neglected in the energy balance, and the attraction between the slow final particles distorts their plane waves.

\section*{Variation 2: the 2S level}

\textbf{Question.} How do the splitting and the electron-pair rate change in the first excited s state? Does the ratio (\ref{ratio}) change?

\textbf{Solution.} Write $\psi=u/r$ and $b=1/(2a)$. The radial equation is
\begin{equation}
-u''-\frac{4b}{r}u=\frac{mE}{\hbar^2}u .
\end{equation}
Take $u=N(r-br^2)e^{-br}$, which has one node. Differentiating twice,
\begin{equation}
u''=N\left(-4b+5b^2r-b^3r^2\right)e^{-br}.
\end{equation}
The left side of the radial equation is then
\begin{equation}
N\left(4b-5b^2r+b^3r^2-4b+4b^2r\right)e^{-br}=-b^2u ,
\end{equation}
so this is a solution with $E=-\hbar^2b^2/m=-B/4$. Normalisation requires
\begin{equation}
1=4\pi N^2\int_0^\infty(r-br^2)^2e^{-2br}dr
=\frac{4\pi N^2}{b^3}\left(\frac14-\frac34+\frac34\right)
=\frac{\pi N^2}{b^3}.
\end{equation}
Since $\psi(0)=N$, the contact density is $b^3/\pi=1/(8\pi a^3)$, one eighth of the ground-state value.

The spin factors and the virtual photon are the same as before, and the density is again spherical. Both parts of the splitting and the electron-pair rate are proportional to $|\psi(0)|^2$, so all fall by a factor of eight at leading order. Their ratio remains $7/(2\alpha)\approx480$. This concerns the partial width for decay into an electron pair; other decays of the excited level would add to its total width.
